Antisymmetric Magnetization Tilt from Opposite Surface Torques in a Ferromagnetic Film

**A film that tilts without tilting on average**

A 10 nm permalloy-like film carries 10 MA/cm² in its plane. If the current produced a torque at the top surface alone, the magnetization would tilt out of the plane by a thickness average of 195 μrad. Add an equal and opposite torque at the bottom surface and the average falls to zero. Yet the top surface is still tilted, by 252 μrad, and the bottom surface by −252 μrad. Why does the local tilt survive when the average does not, and what sets its size?

**Setting and signs**

The film fills −h < z < h, with h = d/2, and is uniform in x and y. The current flows along x. The unit vector m(z) is the magnetization direction and M_s the magnetization. A magnetic field B along x holds m along x when no current flows. The current is weak, so

m ≈ x + v y + b z,

where v is the small in-plane tilt and b the small out-of-plane tilt.

The Landau–Lifshitz–Gilbert (LLG) equation with surface torques is

(M_s/γ) ∂m/∂t = −M_s m×B_eff + (αM_s/γ) m×∂m/∂t + t_top δ(z−h) + t_bot δ(z+h).

Here γ > 0, α is the damping, and t_top and t_bot are torques per area in J/m², with the sign in which they enter this equation. The delta functions lie just inside the film.

Why are the two torques opposite? Suppose the two surfaces and whatever lies beyond them are alike, so that inversion through the film's centre maps the structure onto itself. Inversion exchanges the surfaces and reverses the current j. It leaves m and the torque unchanged, because both are axial vectors. Therefore

t_bot(m, j) = t_top(m, −j).

The part linear in j then obeys t_bot = −t_top. I start with its damping-like form,

t_top = τ m×(y×m).

At m = x we have y×x = −z and x×(−z) = y. The top torque is thus +τ y and the bottom torque −τ y.

**First case: exchange alone**

Let exchange be the only internal interaction. Its energy density is A|∂m/∂z|². Varying m and integrating by parts gives

δ∫A|m′|² dz = −2A∫m″·δm dz + surface terms.

Since B_eff is −1/M_s times the variational derivative of the energy, the exchange field is (2A/M_s) m″. The factor 2 comes from the squared gradient.

With m ≈ x, the y component of −M_s m×B_eff is +M_s times the z component of the exchange field, because x×z = −y. The steady state obeys

2A b″ + τ[δ(z−h) − δ(z+h)] = 0.

An out-of-plane tilt is thus driven by a torque along y, as precession requires.

Integrate across the top surface. No exchange torque is carried beyond the film, so the slope term outside is zero:

0 − 2A b′(h) + τ = 0.

At the bottom surface,

2A b′(−h) − 0 − τ = 0.

Both conditions give the same slope, b′(±h) = τ/(2A). The torque changes sign between the surfaces, but so does the outward direction. Between them b″ = 0, hence

b(z) = τz/(2A) + C.

The quantity 2A b′ is the torque per area transmitted by exchange. Here all of τ passes from one surface to the other, and the film is twisted like a bar held by opposite couples at its ends.

Exchange cannot fix C, because a uniform rotation costs no exchange energy. Any restoring torque that acts equally at z and −z selects C = 0. The next stage supplies one.

**Adding the field and demagnetization**

For a laterally uniform film, div B = 0 makes the z component of magnetic induction independent of z. It vanishes outside, so it vanishes inside as well. The demagnetizing field is therefore local even when the tilt varies with depth:

H_z = −M_s b(z).

To first order the effective field is

B_eff = (B, 2A v″/M_s, 2A b″/M_s − μ0M_s b).

The y component of the cross product is

(m×B_eff)_y = m_z B_x − m_x B_z = Bb − 2A b″/M_s + μ0M_s b.

Multiplying by −M_s gives the torque balance

2A b″ − K b + τ[δ(z−h) − δ(z+h)] = 0,

K = M_s(B + μ0M_s).

The surface slopes remain τ/(2A), because a finite K b contributes nothing across a vanishingly thin layer. Inside the film b″ = κ²b, with

κ² = K/(2A).

The general solution is b = P cosh κz + Q sinh κz. Its slopes at the surfaces are

b′(±h) = κ(±P sinh κh + Q cosh κh).

They must be equal. Subtracting them gives 2κP sinh κh = 0, so P = 0. Either condition then gives κQ cosh κh = τ/(2A). The profile is

b(z) = τ sinh(κz) / [2Aκ cosh(κh)].

It is odd, so its average over thickness is zero. The same conclusion follows without the profile. For general surface torques along y, integrate the balance over the whole film, including both delta functions. The exchange term integrates to zero, leaving

K d ⟨b⟩ = t_top + t_bot.

The average measures the total torque; opposite torques leave it at zero.

**The numbers for 10 nm**

The example takes A = 13 pJ/m, M_s = 800 kA/m and B = 50 mT. With μ0M_s = 1.005 T,

K = 8.0×10⁵ × 1.055 = 8.44×10⁵ J/m³,

1/κ = √(2.6×10⁻¹¹ / 8.44×10⁵) m = 5.55 nm.

The surface torque is modelled as an efficiency of 0.05 times the current density times ħ/(2e):

τ = 0.05 × 10¹¹ × 3.29×10⁻¹⁶ = 1.65×10⁻⁶ J/m².

Here κd = 1.80, and the top-surface tilt is

b(h) = [τ/(2Aκ)] tanh(κh) = 351 μrad × 0.717 = 252 μrad,

or 0.0144°.

For the top torque alone, the integrated balance gives

⟨b⟩ = τ/(Kd) = 1.65×10⁻⁶ / (8.44×10⁵ × 10⁻⁸) = 195 μrad.

The ratio of the two opening figures follows from K = 2Aκ²:

b(h) / [τ/(Kd)] = κd tanh(κd/2) = 1.80 × 0.717 = 1.29.

The antisymmetric surface tilt is thus not a small remainder of a cancelled response. It is resisted by a different combination of exchange and restoring torque. In a much thinner film the ratio tends to (κd)²/2, and the surface tilt does become small compared with the average that one torque would cause.

As an independent check, the full nonlinear LLG equation was solved for its steady state on a stack of cells, with the field-like torque introduced below included. The largest error in b, relative to the largest tilt, was 5.1×10⁻⁵ with 40 cells and 1.3×10⁻⁵ with 80. Halving the cell size cuts the error by about four.

**Testing the thin and thick limits**

For κh ≪ 1, use tanh q = q − q³/3 + … with q = κh:

b(h) = [τ/(2Aκ)] [κh − (κh)³/3 + …]
= (τd/4A) [1 − (κd)²/12 + …].

The leading profile is b = τz/(2A), the result for exchange alone with C = 0. Magnetization and field have dropped out. This is the exchange-limited regime in its strict sense.

At d = 2 nm the leading term is 63.3 μrad and (κd)²/12 = 0.011. The corrected value is 62.6 μrad, which agrees with the full formula.

At 10 nm the linear law would give 316 μrad at the surface, against 252 μrad from the full profile. At z = 1.25 nm the values are 79 and 56 μrad. The relative shortfall is greater near the centre because the slope is

b′(z) = (τ/2A) cosh(κz)/cosh(κh).

It equals τ/(2A) at the surface but only 0.70 of that at the centre. Thus 70% of the surface torque crosses the mid-plane through exchange. The other 30% is balanced within each half by the applied and demagnetizing fields.

For κh ≫ 1, tanh κh tends to 1 and the surface tilt saturates:

b(h) → τ/(2Aκ) = 351 μrad.

Near the top surface the profile becomes b(h) exp[−κ(h−z)], so the two surfaces respond almost independently. At fixed τ, the formula gives 148 μrad for 5 nm, 333 μrad for 20 nm and 351 μrad for 40 nm. Further thickness then adds little surface tilt. Exchange still matters here, since it sets both the decay length and the saturated value, but it no longer acts alone.

**Adding a field-like torque and turning the magnetization**

Now let the equilibrium direction e1 lie in the plane at angle φ to the current, with B still along e1. Define e2 = z×e1 and write

m ≈ e1 + v e2 + b z,  y = sinφ e1 + cosφ e2.

Include a field-like part in the top torque:

t_top = τ m×(y×m) − f m×y.

For a unit vector, m×(y×m) = y − m(m·y). At m = e1 this is cosφ e2. Also e1×y = cosφ z, because e1×e2 = z. The top torque is therefore

t_top = cosφ (τ e2 − f z),

and the bottom torque is its negative.

The e2 equation is the earlier equation for b with τ replaced by τ cosφ. For the z equation,

(m×B_eff)_z = 2A v″/M_s − Bv.

The balance along z is

−2A v″ + M_sB v − f cosφ[δ(z−h) − δ(z+h)] = 0.

Multiplication by −1 gives the same form as before, with no demagnetizing term:

v(z) = f cosφ sinh(κ_v z) / [2Aκ_v cosh(κ_v h)],

κ_v² = M_sB/(2A).

At φ = 90° both linear tilts vanish, because m is parallel to the y direction that defines the torques. At φ = 60° the formula predicts half the φ = 0 response. The nonlinear solution for b at the top surface agreed with that prediction within 0.1%.

With the chosen ratio f/τ = 0.2 and φ = 0, the decay length 1/κ_v is 25.5 nm, longer than the film is thick. The in-plane profile is therefore close to linear. Its thin-film surface value is fd/(4A) = 63.3 μrad, and the full formula gives 62.5 μrad.

**How far does the zero extend?**

The linear calculation gives zero average for both tilts. Symmetry says what remains at higher order, for the steady state that grows continuously from the zero-current state.

Inversion gives m(z; j) = m(−z; −j). Averaging over z,

⟨m⟩(j) = ⟨m⟩(−j).

So the part of the average that is odd in current vanishes. A part even in current is allowed.

For φ = 0 there is a further symmetry. A half-turn about x leaves the current and field unchanged, exchanges the surfaces, and reverses y and z. The torques of the model respect it. Hence v(−z) = −v(z) and b(−z) = −b(z) beyond linear order, as long as the state keeps this symmetry. Both transverse averages then vanish. The component along x still shortens, because

m_x = √(1 − v² − b²) ≈ 1 − (v² + b²)/2.

In a numerical test both surface torques were raised by a factor of 100 at φ = 0. The surface b became 25.2 mrad, the state remained stable against disturbances uniform in the film plane, and both transverse averages were below 10⁻⁷ of that tilt. This tests the symmetry and is not an operating point: Joule heating would rise by 10⁴ if the torque were raised through the current.

For oblique magnetization the even part can be calculated. Set f = 0 and integrate the z component of torque over thickness. Each contribution can be followed:

• Exchange gives −2A m×m″ = −2A(m×m′)′, which integrates to zero.

• The demagnetizing field points along z, so its torque has no z component.

• For the applied field, (m×e1)_z = −v, so the torque is +M_sB v.

• The damping-like torque at the top has z component −τ m_y b. At the bottom the prefactor has the opposite sign.

The sum gives

M_sB d⟨v⟩ = τ[(m_y b)_top − (m_y b)_bot].

To leading order m_y = sinφ at both surfaces, while b(±h) = ±τ cosφ tanh(κh)/(2Aκ). The opposite tilts combine with the opposite torque prefactors to give contributions of the same sign:

⟨v⟩ ≈ τ² sinφ cosφ tanh(κh) / (AκM_sBd).

This vanishes at φ = 0 and 90°, and it is unchanged when the current reverses. At 45° this damping-like contribution is 1.04 μrad, compared with a surface b of 252 × cos45° = 178 μrad. At ten times the torque, the nonlinear average, extrapolated from 40 and 80 cells, agreed with the formula within 0.5%. A small B makes this term larger, and the expansion fails once ⟨v⟩ is no longer small.

**How slowly must the current vary?**

A steady profile describes an alternating current only if the magnetization can follow it. Consider a uniform deviation without surface torques. Write B_1 = B and B_2 = B + μ0M_s. The undamped rates are

v̇ = −γB_2 b,  ḃ = γB_1 v.

Solving the Gilbert form for ∂m/∂t replaces the undamped rate R by (R + αm×R)/(1+α²). With m ≈ e1 this gives

v̇ = (−γB_2 b − αγB_1 v)/(1+α²),

ḃ = (γB_1 v − αγB_2 b)/(1+α²).

For weak damping the two eigenvalues are a complex pair, so the real part of each is half the trace of this system. The decay rate is

αγ(2B + μ0M_s) / [2(1+α²)].

With α = 0.01 the decay time is 1.03 ns. In the nonlinear model linearized about its steady state at φ = 0, all modes uniform in the film plane decayed, and the slowest rate agreed with this expression within 0.1%. After a sudden change of current the uniform tilt therefore rings for about 1 ns. For a smoothly varying current the precession rates matter instead. The uniform b follows the current well below the resonance γ√(B_1B_2)/2π = 6.4 GHz, but a changing b is accompanied by an in-plane tilt v ≈ ḃ/(γB), which is 11% of b in amplitude at an angular frequency of 10⁹ s⁻¹. A current that changes slowly compared with about 1 ns satisfies all these conditions and keeps even the uniform tilt close to its steady value. For the odd profile this condition is stricter than necessary. Equal and opposite torques do not drive the uniform mode at first order, and exchange adds 2A(π/d)²/M_s = 3.2 T to both B_1 and B_2 for the lowest odd mode, which decays in about 0.15 ns.

**Relaxing the ideal assumptions**

*Oersted field.* From curl H = j x, a uniform current in a film much wider than it is thick adds a field B_y = μ0H_y = −μ0jz to B_eff. It reaches 0.63 mT in magnitude at the surfaces and drives v. For a thin film at φ = 0, neglect M_sB v:

2A v″ = M_sμ0j z,  v′(±h) = 0.

One integration gives v′ = M_sμ0j(z² − h²)/(4A). Integrating from 0 to h,

v(h) = [M_sμ0j/(4A)] (h³/3 − h³) = −M_sμ0j d³/(48A) = −161 μrad.

The nonlinear solution, which retains B, gives −159 μrad. This exceeds the 62 μrad from the chosen field-like torque, so the net in-plane tilt at the top is about −96 μrad. To first order the Oersted tilt is also odd in z, leaves the average at zero and does not change b. At second order it matters for oblique magnetization: at 45° with f = 0, it lowers the current-even average ⟨v⟩ from 1.04 to 0.64 μrad.

*Interface anisotropy.* A surface energy −K_s b² at each face adds a torque 2K_s b, and the top condition becomes 2A b′ = τ + 2K_s b. Inserting b = Q sinh κz,

b(h) = τ / [2Aκ coth(κh) − 2K_s].

For an assumed K_s = 0.2 mJ/m² the surface tilt rises from 252 to 268 μrad. Equal anisotropies preserve the odd profile.

*Finite absorption depth.* Let the torque have an odd density p(z) instead of two delta functions. In the thin limit 2A b″ = −p, with zero slope at the outer faces. Integration by parts gives

b(h) − b(−h) = ∫b′ dz = −∫z b″ dz = (1/2A)∫z p dz.

Moving torque inward shortens its lever arm. An exponential depth of 1 nm moves its centre from 5 to about 4 nm from the mid-plane, a reduction near 20%. The full solution falls from 252 to 195 μrad, or 23%. That this value nearly equals the single-surface average is accidental: only one of the two depends on the absorption depth.

*Unequal surfaces.* If the torque magnitudes differ by 10% of τ, the integrated balance gives ⟨b⟩ = 0.10 × 195 = 19.5 μrad. This average is linear in current. The same relative mismatch in the field-like torque gives ⟨v⟩ = 0.10 f/(M_sBd) = 82 μrad at φ = 0, because only the weak applied field resists a uniform in-plane tilt. A small mismatch can therefore outweigh the second-order ⟨v⟩ of about 1 μrad found at 45°.

*Heat and thermal motion.* For a resistivity of 30 μΩ cm and 100 nm of oxide with conductivity 1.4 W/(m K), one-dimensional heat flow gives a temperature rise across the oxide of j²ρd × (oxide thickness)/(conductivity) = 2.1 K. Heating of the substrate is not included. Thermal motion also tilts the magnetization. Equipartition for the uniform out-of-plane tilt over an area S gives

⟨b²⟩ = k_BT/(KdS).

At 300 K and S = 1 μm², the root-mean-square value is about 700 μrad. The odd profile has no uniform part, so the more relevant noise is that at the surfaces. Including the depth-dependent modes, ⟨b(h)²⟩ = k_BT coth(κd)/(2AκS), about 970 μrad rms, and the odd combination [b(h) − b(−h)]/2 has variance k_BT tanh(κh)/(4AκS), about 560 μrad rms. For this area the calculated current-induced tilt is a time average beneath larger fluctuations. The fluctuation of the uniform tilt falls as 1/√S when a larger area is averaged.

**Relation to real films**

The exchange stiffness, magnetization and damping are rough values typical of permalloy. The torque efficiency, f/τ, the interface anisotropy and the absorption depth are assumptions and should be determined for a particular film. Real films often break the inversion symmetry, since a substrate or seed layer lies below and a different cap or oxide above. In this model a 10% mismatch of the damping-like torque moves the average out-of-plane tilt from zero to 19.5 μrad. If the mismatch is split equally between the faces, it changes the top-surface tilt by 0.05τ coth(κh)/(2Aκ) = 24.5 μrad. A 1 nm absorption depth has a larger effect there, lowering the tilt by 57 μrad. The 252 μrad figure is therefore a prediction for sharply localized, equal torques and no interface anisotropy. A measurement of the thickness average alone would miss this odd profile, while one weighted towards a single surface could detect it.

The main values are in the numerical output below.

Computed results

```
Exchange stiffness A: 13.0 pJ/m
Magnetization Ms: 800 kA/m
mu0 Ms: 1.0053 T
Applied field B: 50 mT
Damping alpha: 0.01 (dimensionless)
Film thickness d: 10 nm
Current density: 10 MA/cm2
Spin-torque efficiency: 0.05 (dimensionless)
Damping-like surface torque tau: 1.6455 uJ/m2
Field-like surface torque f: 0.3291 uJ/m2
Decay length 1/k, out-of-plane tilt: 5.549 nm
Decay length 1/k_v, in-plane tilt: 25.50 nm
k d: 1.8020 (dimensionless)
z=0.00 nm: b=0.00 urad, thin law=0.00 urad
z=1.25 nm: b=55.63 urad, thin law=79.11 urad
z=2.50 nm: b=114.10 urad, thin law=158.22 urad
z=3.75 nm: b=178.38 urad, thin law=237.34 urad
z=5.00 nm: b=251.75 urad, thin law=316.45 urad
Top-surface b, formula: 251.75 urad
Top-surface b, nonlinear LLG: 251.75 urad
Top-surface b, formula: 0.01442 degree
Top-surface v, formula: 62.49 urad
Top-surface v, nonlinear LLG: 62.49 urad
|Average b|/surface b below 1e-7: True
|Average v|/surface v below 1e-7: True
Largest relative profile error, 40 cells: 5.07e-05
Largest relative profile error, 80 cells: 1.28e-05
d=2 nm: surface b=62.61 urad
d=5 nm: surface b=148.32 urad
d=10 nm: surface b=251.75 urad
d=20 nm: surface b=332.61 urad
d=40 nm: surface b=350.70 urad
Thick-film limit of surface b: 351.22 urad
Average b with top torque alone: 194.91 urad
Slowest relaxation time: 1.028 ns
Surface b at 100 times the torque: 25.17 mrad
Oersted field at top surface, magnitude: 0.628 mT
Oersted-driven surface v: -158.68 urad
Interface anisotropy assumed: 0.20 mJ/m2
Surface b with interface anisotropy: 267.88 urad
Torque absorption depth assumed: 1.0 nm
Surface b with finite absorption depth: 194.87 urad
Torque imbalance assumed: 10 percent of tau
Average b from imbalance: 19.49 urad
Second-order average v at 45 deg, f=0: 1.036 urad
Resistivity assumed: 30 uOhm cm
Oxide below film: 100 nm, 1.4 W/(m K)
Joule temperature rise across oxide: 2.14 K
Thermal rms uniform b, 1 um2, 300 K: 700.4 urad
```
